# Trap density from a small capacitance transient, with the junction's edge region

## What dimensions and superposition fix

A one-sided junction has a lightly doped n-type layer at \(x>0\). A voltage pulse fills electron traps there. When the reverse bias returns, the traps emit their electrons and the capacitance rises to its steady value \(C_R\). Let \(\Delta C=C(0^+)-C_R<0\) be the complete change, with \(C(0^+)\) taken just after the pulse.

The ratio \(\Delta C/C_R\) is dimensionless, and for a low trap density \(N_T\) it is linear in \(N_T\). It can therefore depend on \(N_T\) only through \(N_T/N\), where \(N\) is the background charge density, multiplied by a function of ratios of lengths. That function can be narrowed further. A slice of charge \(qN_T\,dx\) at depth \(x\) changes the potential drop by \(qN_Tx\,dx/\varepsilon\), which is proportional to its depth. If the traps that change their charge lie between \(x_P\) and \(x_R\), superposition makes the signal proportional to \(x_R^2-x_P^2\). When the layer is much wider than its electron tail, the depletion width is the only length left to make this factor dimensionless, so

\[
-\frac{\Delta C}{C_R}=K\,\frac{N_T}{N}\,\frac{x_R^2-x_P^2}{W_R^2},
\]

where \(W_R\) is the depletion width at reverse bias and \(K\) is a number. It remains to find \(K\) and the two boundaries. The boundaries are not the depletion edges, because the electron tail keeps traps filled some distance inside them.

## Theorem

**Conventions.** \(N\) is the net positive fixed charge density, divided by \(q\), when all traps are filled. By neutrality it is also the bulk electron density, apart from the very small empty fraction of traps there. Emission adds one positive charge per trap, whether the trap changes from negative to neutral or from neutral to positive, so the charge balance covers both types. A trap that is positive when empty attracts the electron, however, and the field then lowers its emission barrier. At the fields of the worked example, 43 kV/cm at the junction and 9 kV/cm at the filling edge, the one-dimensional Poole–Frenkel estimate \(\sqrt{q^3F/(\pi\varepsilon)}\) is about \(2kT\) and \(kT\). For such traps assumption 2 below must be checked, and the emission rate read from the transient need not be the one at the edge. The barrier \(\psi(x)\ge0\) is the electron potential energy above its bulk value, divided by \(q\); its value at the junction is \(\psi_s\). With \(V_t=kT/q\), define

\[
L^2=\frac{\varepsilon V_t}{qN},\qquad n_1=\frac{e_n}{c_n},\qquad W=\frac{\varepsilon A}{C}.
\]

Here \(L\) is the Debye length, \(e_n\) the emission rate, \(c_n\) the capture coefficient and \(A\) the area. Subscripts \(R\) and \(P\) denote reverse and pulse bias.

**Assumptions.**

1. \(N\) and \(N_T\) are uniform, \(N_T\ll N\), and the whole barrier falls in the n-type layer.
2. Electrons are nondegenerate and in equilibrium with the bulk throughout the edge region, so \(n=Ne^{-\psi/V_t}\). Traps exchange no holes, and \(e_n\) does not depend on field.
3. The traps reach their steady state between pulses. The pulse lasts a time \(t_p\) with \(c_nNt_p\gg1\).
4. The capacitance test frequency is far above \(e_n\), and series resistance is negligible.
5. The edge distances below are several \(L\), and \(x_P<x_R\) by more than the width of the filling edges.

**Statement.** To leading order in \(N_T/N\),

\[
N_T=2N\left(-\frac{\Delta C}{C_R}\right)\frac{W_R^2}{x_R^2-x_P^2},
\qquad x_R=W_R-\lambda,\quad x_P=W_P-\lambda_P, \tag{1}
\]

\[
\lambda^2=2L^2\left[\ln\frac{N}{n_1}-1\right],\qquad
\lambda_P^2=2L^2\left[\ln\frac{N}{n_1}-1-E_1(e_nt_p)\right], \tag{2}
\]

where \(E_1(\tau)=\int_\tau^\infty e^{-t}\,dt/t\). If the pulse almost removes the barrier, so that traps are filled right up to the junction, \(x_P=0\).

## Lemma 1: width and electron tail

**Claim.** Without ionized traps, and for \(\psi\gg V_t\),

\[
W^2=\frac{2\varepsilon}{qN}(\psi_s-V_t),\qquad
(W-x)^2=2L^2\left[\ln\frac{N}{n(x)}-1\right]. \tag{3}
\]

**Proof.** The charge density is \(q(N-n)\). Since \(\psi\) is minus the electrostatic potential measured from the bulk, Poisson's equation reads

\[
\psi''=\frac{qN}{\varepsilon}\left(1-e^{-\psi/V_t}\right).
\]

Multiply by \(2\psi'\) and integrate from the bulk, where \(\psi=\psi'=0\). With \(F=-\psi'\ge0\),

\[
F^2=\frac{2qN}{\varepsilon}\left[\psi-V_t\left(1-e^{-\psi/V_t}\right)\right]. \tag{4}
\]

By Gauss's law the charge in the layer is \(Q=\varepsilon AF_s\), with \(F_s\) the field at the junction. Differentiating (4) at \(x=0\) gives \(2F_s\,dF_s=(2qN/\varepsilon)(1-e^{-\psi_s/V_t})\,d\psi_s\). The exponential is negligible there, so

\[
C=\frac{dQ}{d\psi_s}=\varepsilon A\frac{dF_s}{d\psi_s}=\frac{qNA}{F_s},
\qquad W=\frac{\varepsilon A}{C}=\frac{\varepsilon F_s}{qN}.
\]

Squaring \(W\) and inserting (4) without its exponential gives the first part of (3).

Between the junction and a point \(x\) where \(\psi(x)\gg V_t\) there are almost no electrons, so \(F(x)=F_s-qNx/\varepsilon\). Hence \(W-x=\varepsilon F(x)/(qN)\). Squaring and using (4) at \(x\),

\[
(W-x)^2=\frac{2\varepsilon}{qN}\left[\psi(x)-V_t\right].
\]

Finally \(\psi(x)=V_t\ln[N/n(x)]\) and \(\varepsilon V_t/(qN)=L^2\) give the second part. \(\square\)

The term \(-1\) in the bracket is the trace of the electron tail. A depletion layer with an abrupt edge would lack it.

## Lemma 2: the filling edge in steady state

**Claim.** In steady state the boundary between empty and filled traps lies a distance \(\lambda\) inside the depletion edge, with \(\lambda\) given by (2).

**Proof.** The filled fraction \(f\) obeys

\[
\frac{df}{dt}=c_nn(1-f)-e_nf. \tag{5}
\]

Setting the derivative to zero gives \(f=n/(n+n_1)\). In terms of \(s=\ln(n/n_1)\) this is \(f=e^s/(1+e^s)\), which rises from 0 to 1 around \(s=0\).

A smooth edge must be replaced by a step that keeps the first moment of the trap charge, since the potential drop depends on that moment. Regard the profile as an average over steps at positions \(s\), with weight \(df/ds\). A step at \(y=W-x\) leaves empty traps from \(0\) to \(W-y\), whose moment per unit density is

\[
\int_0^{W-y}x\,dx=\tfrac12(W-y)^2=\tfrac12W^2-Wy+\tfrac12y^2. \tag{6}
\]

By (3), \(y^2=2L^2[\ln(N/n_1)-1-s]\) is linear in \(s\). The average of \(y^2\) is therefore its value at the mean \(s_0\) of \(s\). The average of \(y\) has the same value up to a small curvature term, estimated below. The mean \(s_0\) is the equal-area position of the edge. Here \(df/ds\) is even in \(s\), so \(s_0=0\), that is \(n=n_1\). Inserting this in (3) gives \(\lambda\). \(\square\)

**Remark on the trap level.** If an effective level \(E_T\), with degeneracy absorbed, is defined by \(n_1=N\exp[-(E_F-E_T)/kT]\) in the bulk, then

\[
\lambda^2=\frac{2\varepsilon(E_F-E_T-kT)}{q^2N}.
\]

The traps between \(W_R-\lambda\) and \(W_R\) lie in the depletion layer but stay essentially filled, and so give almost no signal.

**Remark on curvature.** Let \(\eta=s-s_0\). Expanding the square root about \(y=\lambda\) gives \(y\simeq\lambda-L^2\eta/\lambda-L^4\eta^2/(2\lambda^3)\). For the steady profile \(\langle\eta\rangle=0\) and \(\langle\eta^2\rangle=\pi^2/3\), so \(\langle y\rangle\) is smaller than \(\lambda\) by

\[
\delta_y\simeq\frac{\pi^2L^4}{6\lambda^3}. \tag{7}
\]

By (6) this raises the moment by \(W\delta_y\).

## Lemma 3: the filling edge after a finite pulse

**Claim.** After a pulse of length \(t_p\) the boundary lies a distance \(\lambda_P\) inside the depletion edge of the pulse bias.

**Proof.** During the pulse \(n(x)\) is constant to leading order, because trap filling moves the depletion edge by a relative amount of order \(N_T/N\). For a trap that starts empty, (5) is a linear equation with rate \(c_nn+e_n=e_n(1+e^s)\). With \(\tau=e_nt_p\) its solution at the end of the pulse is

\[
f(s,\tau)=\frac{e^s}{1+e^s}\left[1-e^{-(1+e^s)\tau}\right].
\]

Traps beyond \(x_R\) were filled before the pulse and remain filled, which agrees with \(f\simeq1\) at large \(s\).

Let \(\theta\) be the unit step function. A step at \(s_0\) has the same area as \(f\) if

\[
\int_{-\infty}^{\infty}[f(s,\tau)-\theta(s)]\,ds=\int_{-\infty}^{\infty}[\theta(s-s_0)-\theta(s)]\,ds=-s_0.
\]

Differentiate with respect to \(\tau\), using \(\partial f/\partial\tau=e^se^{-(1+e^s)\tau}\), and substitute \(u=e^s\):

\[
-\frac{ds_0}{d\tau}=e^{-\tau}\int_0^\infty e^{-u\tau}\,du=\frac{e^{-\tau}}{\tau}.
\]

For \(\tau\to\infty\) the profile becomes the steady one, for which \(s_0=0\). Integrating back from infinity gives \(s_0(\tau)=E_1(\tau)\). The edge thus lies where \(\ln(N/n)=\ln(N/n_1)-E_1(\tau)\), and (3) gives \(\lambda_P\). \(\square\)

**Remark on short and long pulses.** For \(\tau\ll1\), \(E_1(\tau)\simeq-\gamma-\ln\tau\), where \(\gamma\simeq0.577\) is Euler's constant. The edge then lies at

\[
n=n_1e^{E_1(\tau)}\simeq\frac{e^{-\gamma}}{c_nt_p}.
\]

The emission rate has dropped out: a short pulse fills those traps that have time to capture an electron. For \(\tau\gg1\), \(E_1\to0\) and \(\lambda_P\to\lambda\). A pulse is therefore long, in this sense, when it is long compared with \(1/e_n\). Being long compared with the bulk capture time \(1/(c_nN)\) is not sufficient.

## Proof of the theorem

Let the traps be empty for \(0<x<x_e\) and filled beyond, with \(x_e\) several \(L\) inside the depletion edge. For \(x\ge x_e\) the fixed charge is \(N\), so Lemma 1 applies to that part of the layer. It defines a length \(W\) through

\[
F(x_e)=\frac{qN}{\varepsilon}(W-x_e),\qquad
\psi(x_e)=V_t+\frac{qN}{2\varepsilon}(W-x_e)^2.
\]

For \(x<x_e\) the charge density is \(q(N+N_T)\), hence

\[
F(x)=F(x_e)+\frac{q(N+N_T)}{\varepsilon}(x_e-x).
\]

Integrating \(F=-\psi'\) from \(0\) to \(x_e\),

\[
\psi_s=\psi(x_e)+F(x_e)x_e+\frac{q(N+N_T)}{2\varepsilon}x_e^2.
\]

The terms proportional to \(N\) contain \((W-x_e)^2+2(W-x_e)x_e+x_e^2=W^2\). Therefore

\[
\psi_s-V_t=\frac{q}{2\varepsilon}\left(NW^2+N_Tx_e^2\right). \tag{8}
\]

The length \(W\) is still the one measured by the capacitance. At the test frequency \(x_e\) is frozen, so (8) gives \(d\psi_s=(qN/\varepsilon)W\,dW\). The field at the junction is \(F_s=(q/\varepsilon)(NW+N_Tx_e)\), so \(dQ=\varepsilon A\,dF_s=qNA\,dW\). The ratio is \(C=dQ/d\psi_s=\varepsilon A/W\).

Now compare two states with the same reverse barrier \(\psi_s\). Just after the pulse the trap occupation is still that left by the pulse, so \(x_e=x_P=W_P-\lambda_P\); call the width \(W_0\) and the capacitance \(C_0=C(0^+)\). In the final state \(x_e=x_R=W_R-\lambda\). Equating the right side of (8) for the two states,

\[
N\left(W_0^2-W_R^2\right)=N_T\left(x_R^2-x_P^2\right).
\]

Divide by \(NW_R^2\) and use \(W_0/W_R=C_R/C_0\):

\[
\left(\frac{C_R}{C_0}\right)^2-1=\frac{N_T}{N}\,\frac{x_R^2-x_P^2}{W_R^2}. \tag{9}
\]

Write \(C_0=C_R(1-\delta)\), so that \(\delta=-\Delta C/C_R>0\). Then \((1-\delta)^{-2}-1=2\delta+3\delta^2+\dots\). Keeping the first term gives (1), and the number left open by the dimensional argument is \(K=\tfrac12\). \(\square\)

The sign has a direct meaning. Filled traps reduce the positive charge, so the layer must be wider to hold the same barrier, and its capacitance is lower. Emission restores the charge and the capacitance rises.

## Special cases

**Long pulse.** With \(\lambda_P=\lambda\), the difference of squares factorizes:

\[
x_R^2-x_P^2=(W_R-W_P)(W_R+W_P-2\lambda).
\]

Leaving out \(\lambda\) replaces the second factor by \(W_R+W_P\). The inferred density is then the true one multiplied by \(1-2\lambda/(W_R+W_P)\), which is too low.

**Complete filling.** With \(x_P=0\),

\[
-\frac{\Delta C}{C_R}=\frac{N_T}{2N}\left(1-\frac{\lambda}{W_R}\right)^2.
\]

The simple estimate \(N_T\simeq2N|\Delta C|/C_R\) follows if, in addition, \(\lambda\ll W_R\).

**Dependence on bias and doping.** From (2) and (3), for \(N_T\ll N\),

\[
\frac{\lambda^2}{W_R^2}=\frac{V_t[\ln(N/n_1)-1]}{\psi_{s,R}-V_t}.
\]

A larger reverse barrier reduces the relative edge width. Heavier doping shrinks both lengths together and leaves their ratio unchanged apart from the logarithm, so it does not remove the correction.

## Worked example

The model layer has relative permittivity 11.7, \(N=10^{15}\ \mathrm{cm^{-3}}\), \(N_T=10^{12}\ \mathrm{cm^{-3}}\), a temperature of 250 K and an area of 1 mm². The barrier is 6 V in reverse and 2 V during a 1 ms pulse. The traps have \(e_n=50\ \mathrm{s^{-1}}\) and \(c_n=10^{-8}\ \mathrm{cm^3/s}\). The capacitances serving as data come from a numerical solution of the nonlinear Poisson equation with smooth electron and trap profiles; the step edges and equation (8) are not used in it.

The trap parameters give \(n_1=5\times10^9\ \mathrm{cm^{-3}}\) and \(\ln(N/n_1)=12.206\). For the pulse, \(e_nt_p=0.05\) and \(E_1=2.468\). With \(L=0.1180\ \mathrm{\mu m}\),

\[
\lambda=0.1180\sqrt{2(11.206)}=0.559\ \mathrm{\mu m},\qquad
\lambda_P=0.1180\sqrt{2(8.738)}=0.493\ \mathrm{\mu m}.
\]

The capacitances 37.269 pF and 64.781 pF correspond to \(W_R=2.780\ \mathrm{\mu m}\) and \(W_P=1.599\ \mathrm{\mu m}\). Subtracting the edge distances gives \(x_R=2.221\ \mathrm{\mu m}\) and \(x_P=1.106\ \mathrm{\mu m}\), so

\[
\frac{x_R^2-x_P^2}{W_R^2}=\frac{4.932-1.223}{7.726}=0.480.
\]

The transient is \(\Delta C=-8.959\ \mathrm{fF}\), hence \(-\Delta C/C_R=2.404\times10^{-4}\). Equation (1) yields

\[
N_T=\frac{2(10^{15})(2.404\times10^{-4})}{0.480}\ \mathrm{cm^{-3}}
\simeq1.00\times10^{12}\ \mathrm{cm^{-3}}.
\]

The unrounded result is 0.13% above the input density. Using \(\lambda\) at both biases gives \(9.65\times10^{11}\ \mathrm{cm^{-3}}\), 3.5% below the input. Leaving out both edge distances gives \(7.19\times10^{11}\ \mathrm{cm^{-3}}\), 28% below it, and \(2N|\Delta C|/C_R\) gives \(4.81\times10^{11}\ \mathrm{cm^{-3}}\), 52% below it.

The pulse length changes the signal although the bulk traps fill within microseconds or less, since \(1/(c_nN)=0.1\ \mathrm{\mu s}\). Between 0.1 ms and 1 s, \(\lambda_P\) grows from 0.425 to 0.559 µm and \(-\Delta C/C_R\) from \(2.30\times10^{-4}\) to \(2.49\times10^{-4}\). The density recovered with (1) stays within 1% of the input for all the pulse lengths tested, and also for complete filling.

The small excess can be compared with (7) for the longest pulse, where both edges have the steady profile. There \(\delta_y\simeq0.0018\ \mathrm{\mu m}\). The moment difference \((x_R^2-x_P^2)/2\simeq1.92\ \mathrm{\mu m^2}\) rises by \((W_R-W_P)\delta_y\simeq0.0022\ \mathrm{\mu m^2}\), or 0.11%. The term \(3\delta^2\) dropped in (1) lowers the result by a relative amount \(3\delta/2\), here 0.04%, which leaves an expected excess of about 0.07%. The numerical excess is 0.08%. The numerical output below lists the individual values.

## Where the result changes

**Large transients.** For \(N_T/N=0.2\) and a long pulse, the unexpanded relation (9) returns 0.200, whereas (1) returns 0.187. The loss comes from the dropped term \(3\delta^2\), which makes (1) low by a relative amount of about \(3\delta/2\).

**Time dependence.** Deep in the layer \(c_nn\ll e_n\), and (5) gives decay as \(e^{-e_nt}\). Near the filling edge the rate is \(e_n+c_nn(x)\), which is faster. The whole transient is therefore not a single exponential, and an amplitude extrapolated from its late part need not equal the complete \(\Delta C\) required in (1).

**Nonuniform traps.** If \(N_T\) varies with depth while \(N\) is uniform, superposition replaces \(N_T(x_R^2-x_P^2)\) by \(2\int_{x_P}^{x_R}xN_T(x)\,dx\). Equation (1) then gives an average weighted by depth, which favours the traps near \(x_R\). This holds when \(N_T\) changes little across each filling edge, whose width is a few \(L^2/\lambda\). For a sharper feature at an edge, the step must be replaced by the smooth occupation profile.

**Shallow pulses.** If \(W_P\) is so close to \(W_R\) that the two filling edges overlap, the pulse acts on traps that are already partly filled. The initial condition of Lemma 3 then fails, and (5) must be solved with the actual starting profile. The exception is a pulse long compared with \(1/e_n\): it erases the starting profile, and (1) can still be used with \(\lambda_P=\lambda\).

**Holes.** Hole injection during the pulse, or hole emission afterwards, adds terms to (5). The trap occupation after the pulse or in the final state then changes, and (2) no longer locates the edges. For hole traps in a p-type layer the derivation holds with electrons and holes exchanged and all charges reversed; \(\Delta C\) remains negative.

## Computed values

```
Relative permittivity: 11.7
Temperature: 250 K
Thermal voltage kT/q: 21.54 mV
Bulk electron density N: 1.00e+15 cm^-3
Input trap density N_T: 1.000e+12 cm^-3
Junction area: 1.0 mm^2
Barrier, reverse / pulse: 6.0 / 2.0 V
Emission rate e_n: 50 s^-1
Capture coefficient c_n: 1.0e-08 cm^3/s
Pulse length: 1.0 ms
e_n t_p: 0.050
E1(e_n t_p): 2.4679
n1 = e_n/c_n: 5.00e+09 cm^-3
ln(N/n1): 12.2061
Debye length L: 0.1180 um
Edge distance lambda, formula: 0.5587 um
Edge distance lambda, Poisson solution: 0.5587 um
Pulse edge distance lambda_P: 0.4934 um
W_R from capacitance: 2.7796 um
W_P from capacitance: 1.5991 um
x_R: 2.2209 um
x_P: 1.1057 um
C_R: 37.2693 pF
C_P: 64.7811 pF
Delta C: -8.9588 fF
-Delta C/C_R: 2.4038e-04
(x_R^2-x_P^2)/W_R^2: 0.4801
N_T, full formula: 1.0013e+12 cm^-3
N_T, same lambda at both biases: 9.6484e+11 cm^-3
N_T, no edge distances: 7.1860e+11 cm^-3
N_T, simplest 2N|Delta C|/C_R: 4.8076e+11 cm^-3
Pulse 0.1 ms: lambda_P 0.4249 um, -Delta C/C_R 2.3016e-04, N_T 1.0009e+12 cm^-3
Pulse 10.0 ms: lambda_P 0.5446 um, -Delta C/C_R 2.4750e-04, N_T 1.0012e+12 cm^-3
Pulse 1000.0 ms: lambda_P 0.5587 um, -Delta C/C_R 2.4933e-04, N_T 1.0008e+12 cm^-3
Complete filling, pulse barrier: 0.05 V
Complete filling, -Delta C/C_R: 3.1972e-04
Complete filling, N_T: 1.0017e+12 cm^-3
Large transient, input N_T/N: 0.200
Large transient, unexpanded N_T/N: 0.2003
Large transient, small-signal N_T/N: 0.1869
```
